Mass-velocity and Darwin terms from the scalar-relativistic radial equation

**Question**

I am learning how the radial functions inside the atomic spheres of an LAPW calculation are made relativistic. The equation I was given, in Hartree atomic units, is

−(1/2M) [g″ + (2/r) g′ − l(l+1) g/r²] − V′ g′/(4M²c²) + V g = E g,

M = 1 + (E − V)/(2c²).

The exercise says: expand this to order 1/c², identify the mass-velocity and Darwin terms, and show that for the 1s state of a hydrogenic ion they add up to −Z⁴α²/8 hartree.

I got as far as replacing 1/M by 1 − (E − V)/(2c²). One piece then looks like a p⁴ correction, and for 1s I find −5Z⁴α²/8, which is five times too large. The other piece contains V′ d/dr. I expected a Darwin term with ∇²V, but ∇²(−Z/r) is zero everywhere except at the nucleus, so I don't see what could cancel the excess. Three more things bother me. The unknown E sits inside the correction. The operator V′ d/dr is not Hermitian. And V diverges at the nucleus, so (E − V)/(2c²) is not small there. Is the expansion legitimate at all?

**Answer**

Your −5Z⁴α²/8 is correct. The missing positive part is in the V′ d/dr term, and for a point nucleus it comes from the value of a boundary term at r = 0. I take one electron and a fixed point charge Z, so V = −Z/r. In these units c = 1/α, and E does not include the rest energy. Primes mean d/dr, and g is the radial function itself, not r times it.

**Where the equation comes from**

It helps to know what has been left out. The Dirac equation in a spherical potential gives two coupled radial equations. With P = r g for the large component and q = c r f, where f is the radial function of the small component, they are

P′ + κP/r = 2M q,
q′ − κq/r = −(E − V) P.

Here κ = −l − 1 for j = l + 1/2 and κ = l for j = l − 1/2. In both cases κ(κ+1) = l(l+1). Since P′ = r g′ + g, the first equation gives

q = [r g′ + (1+κ) g]/(2M).

Putting this into the second equation requires the derivative of 1/(2M). Because M′ = −V′/(2c²),

(1/2M)′ = −M′/(2M²) = V′/(4M²c²).

The terms in which M is not differentiated are

(1/2M) [r g″ + g′ + (1+κ) g′ − κ g′ − κ(1+κ) g/r]
= (1/2M) [r g″ + 2g′ − l(l+1) g/r].

Adding the terms with (1/2M)′ and dividing everything by −r gives

−(1/2M) [g″ + 2g′/r − l(l+1) g/r²] − V′ g′/(4M²c²) − (1+κ) V′ g/(4M²c² r) = (E − V) g.

The last term on the left depends on j through κ: it is the spin-orbit term. Dropping it leaves your scalar-relativistic equation. For an s state κ = −1, the dropped term is zero, and the scalar-relativistic equation is equivalent to the Dirac equation. That will provide an independent check on the 1s result.

In LAPW, V is the spherical part of the crystal potential in the sphere and E is a chosen energy parameter. In the ion, E is an eigenvalue fixed by the condition that g decays at large r.

**The expansion**

Write D for the operator in the square bracket,

D g = g″ + 2g′/r − l(l+1) g/r².

To first order in 1/c²,

1/(2M) = 1/2 − (E − V)/(4c²),
V′/(4M²c²) = V′/(4c²).

In the second line M can be set to 1 because the term already carries a factor 1/c². The equation becomes

−½ D g + V g + W g = E g,

W = (1/4c²) [(E − V) D − V′ d/dr].

Now put E = E₀ + E₁ and g = g₀ + g₁, where E₁ and g₁ are of order 1/c² and H₀ = −½D + V. The terms of order 1/c² are

(H₀ − E₀) g₁ + W g₀ = E₁ g₀.

In W we may write E₀ for E, since the difference E₁/c² is of order 1/c⁴. This settles the unknown E inside the correction. Multiply by g₀r² and integrate, with g₀ normalized by ∫g₀² r² dr = 1. Integrating by parts twice moves H₀ onto g₀ and leaves a boundary term proportional to r²(g₀g₁′ − g₁g₀′). It vanishes at infinity. It also vanishes at r = 0, even for an s state, where g₁ grows like ln r (the first-order form of the factor r^(γ−1) derived below), because r²g₁′ goes as r and r²g₁ as r² ln r. So H₀ acts as a Hermitian operator here, and the g₁ term vanishes because (H₀ − E₀)g₀ = 0. What remains is

E₁ = ∫ g₀ W g₀ r² dr.

The argument used the Hermiticity of H₀, not that of W, so it does not matter that V′ d/dr alone is not Hermitian.

**The mass-velocity term**

The unperturbed equation says D g₀ = −2(E₀ − V) g₀. The first part of W therefore contributes

E_mv = (1/4c²) ∫ g₀ (E₀ − V) D g₀ r² dr = −(1/2c²) ⟨(E₀ − V)²⟩.

To see that this is the p⁴ term, note that p² acts on the state as −D. Hence

⟨p⁴⟩ = ∫ (D g₀)² r² dr = 4 ⟨(E₀ − V)²⟩, so E_mv = −⟨p⁴⟩/(8c²).

The relativistic kinetic energy is √(c⁴ + p²c²) − c² = p²/2 − p⁴/(8c²) + …. It rises more slowly with momentum than p²/2, and so this correction lowers the energy.

For 1s, g₀ = 2Z^(3/2) e^(−Zr) and E₀ = −Z²/2. The integral ∫ rⁿ e^(−2Zr) dr from 0 to ∞ is n!/(2Z)ⁿ⁺¹, which gives

⟨1/r⟩ = 4Z³ · 1/(4Z²) = Z,
⟨1/r²⟩ = 4Z³ · 1/(2Z) = 2Z².

With E₀ − V = −Z²/2 + Z/r,

⟨(E₀ − V)²⟩ = Z⁴/4 − Z³⟨1/r⟩ + Z²⟨1/r²⟩ = Z⁴ (1/4 − 1 + 2) = 5Z⁴/4.

Therefore

E_mv = −5Z⁴/(8c²) = −(5/8) Z⁴α²,

as you found.

**The Darwin term**

The second part of W contributes

E_D = −(1/4c²) ∫ V′ g₀ g₀′ r² dr.

For V = −Z/r we have V′ = Z/r², so r²V′ = Z is a constant. Also g₀g₀′ = ½(g₀²)′. The integrand is a total derivative:

E_D = −(Z/8c²) ∫ (g₀²)′ dr = −(Z/8c²) [0 − g₀(0)²] = Z g₀(0)²/(8c²).

For 1s, g₀(0)² = 4Z³, and

E_D = Z⁴/(2c²) = +(1/2) Z⁴α².

To connect this with ∇²V, first take a potential that is smooth at the origin, such as that of a nucleus of finite size. Then r²V′ vanishes at r = 0, and integration by parts leaves no boundary term:

E_D = −(1/8c²) ∫ r²V′ (g₀²)′ dr = (1/8c²) ∫ (r²V′)′ g₀² dr = ⟨∇²V⟩/(8c²),

because (r²V′)′ = r²∇²V. For a point nucleus ∇²V = 4πZ δ(**r**), and the s-state density at the origin is g₀(0)²/(4π). The product is again Z g₀(0)²/(8c²). If you integrate by parts with V = −Z/r and set ∇²V = 0 for r > 0, the whole result sits in the boundary term at r = 0. Omitting that term removes the Darwin energy.

For a hydrogenic state with l > 0, g₀(0) = 0 and the Darwin term vanishes. In this order the scalar-relativistic shift is then the mass-velocity term alone. For 2p at Z = 5 that term is −6.0670·10⁻⁴ hartree, while the full scalar-relativistic equation gives a shift of −6.0672·10⁻⁴ hartree.

**The sum, and a second route to it**

Adding the two parts for 1s,

E₁ = (−5/8 + 1/2) Z⁴α² = −Z⁴α²/8.

You can get the same number without separating the terms. For l = 0, r²D g = (r²g′)′, so

r² W g₀ = (1/4c²) [(E₀ − V)(r²g₀′)′ − V′ r²g₀′] = (1/4c²) [(E₀ − V) r² g₀′]′.

The two pieces of W form one derivative. Multiply by g₀ and integrate by parts. The boundary term contains (E₀ − V) r², which behaves as Zr near the nucleus and vanishes there. At infinity g₀ vanishes. Thus

E₁ = −(1/4c²) ∫ (E₀ − V) (g₀′)² r² dr.

For 1s, g₀′ = −Z g₀, and

E₁ = −(Z²/4c²) (E₀ + Z⟨1/r⟩) = −(Z²/4c²) (−Z²/2 + Z²) = −Z⁴/(8c²).

No delta function appears here. This form also shows that W as a whole is Hermitian for s functions that are regular at the origin, although neither of its two pieces is.

**Is the expansion allowed near the nucleus?**

Your worry is justified locally. The ratio Z/(2c²r) reaches 1 at

r_c = Z/(2c²),

and inside this radius the series for 1/M is useless. What matters is how much that region contributes to the energy.

For s states the full equation, multiplied by r², reads

−(r²g′/(2M))′ + r²V g = E r² g.

Multiply it by g₀, multiply the nonrelativistic equation by g, integrate both by parts and subtract. The potential terms cancel, leaving

(E − E₀) ∫ g₀ g r² dr = ∫ [1/(2M) − 1/2] g₀′ g′ r² dr.

The boundary terms vanish even though the relativistic g has a weak singularity r^(γ−1), with γ slightly below 1 (derived below). Near the origin 1/M is proportional to r, so r²g′/M goes as r^(γ+1) and tends to zero. So does r²g.

This identity is not an expansion. Since 1/(2M) − 1/2 = −(E − V)/(4c²M), replacing M by 1, E by E₀ and g by g₀ brings back the first-order formula. Now estimate what the first-order integrand collects inside r_c, using E₀ − V ≈ Z/r and (g₀′)² ≈ 4Z⁵:

(1/4c²) ∫ (Z/r) 4Z⁵ r² dr from 0 to r_c = Z⁶r_c²/(2c²) = Z⁸/(8c⁶).

Relative to Z⁴/(8c²) this is (Zα)⁴. In the full integrand the same region is harmless too. There the bracket lies between −1/2 and 0, and g′ ≈ [(γ−1)/r − Z] g with 1 − γ ≈ Z²/(2c²). Both parts of g′ again give contributions of order Z⁸/c⁶. The series fails in a region too small to affect the leading shift when Zα is small.

**Check against the full 1s solution**

For s states the coupled equations are

P′ = P/r + 2M q, q′ = −q/r − (E − V) P,

with 2M = 2 + E/c² + Z/(c²r). Try P = r^γ e^(−λr) and q = βP with constant β. Then P′/P = γ/r − λ, and comparing the 1/r terms and the constants gives four conditions:

γ − 1 = βZ/c², −λ = β(2 + E/c²),
β(γ + 1) = −Z, βλ = E.

Multiplying the first by γ + 1 and using the third,

γ² − 1 = −Z²/c², so γ = √(1 − Z²α²).

The positive root is the one that joins the nonrelativistic P = r e^(−Zr) as c → ∞. The first and third conditions also give two expressions for β, namely −c²(1 − γ)/Z and −Z/(1 + γ). Their product is

β² = c²(1 − γ)/(1 + γ).

Multiply the second condition by β and use βλ = E:

−E = β²(2 + E/c²), so E = −2β²/(1 + β²/c²).

Since 1 + β²/c² = 2/(1 + γ), this becomes

E = −c²(1 − γ) = c² [√(1 − Z²α²) − 1].

Finally λ = E/β = c²(1 − γ)(1 + γ)/Z = Z, so all four conditions are met. With √(1 − x) = 1 − x/2 − x²/8 − x³/16 − … and x = Z²α²,

E = −Z²/2 − Z⁴α²/8 − Z⁶α⁴/16 − ….

The second term is the perturbative result. The third shows its leading error: the ratio of the third term to the second is (Zα)²/2, so first order misses an amount of about (Zα)²/2 times the first-order shift. Within this point-nucleus model the solution requires Zα < 1, but first order loses accuracy well before that limit.

**Numbers for Cu²⁸⁺**

A copper nucleus with one electron has Z = 29 and Zα = 0.2116. The nonrelativistic energy is −29²/2 = −420.5 hartree, and Z⁴α² = 37.664 hartree. Then

E_mv = −(5/8) · 37.664 = −23.540 hartree,
E_D = (1/2) · 37.664 = +18.832 hartree,
E₁ = −23.540 + 18.832 = −4.708 hartree = −128.1 eV.

The shift is a small difference of two larger terms, so leaving out either one gives a badly wrong answer.

As a check on the delta function, I replaced the point charge in the Darwin operator by a Gaussian charge ∝ e^(−r²/b²) with b = 10⁻⁴/Z, keeping g₀ unchanged. The result is 18.828 hartree, lower by 0.02 %. This is the expected amount: the mean radius of the Gaussian is 2b/√π, and g₀² ∝ e^(−2Zr) has dropped there by a fraction 4Zb/√π ≈ 2.3·10⁻⁴.

The region where the series for 1/M fails has r_c = 7.7·10⁻⁴ bohr, compared with the orbital radius 1/Z = 3.4·10⁻² bohr. At r = 1/Z, M exceeds 1 by only 0.011.

Integrating the full scalar-relativistic equations numerically gives E = −425.316 hartree, in agreement with the closed form. The full shift is

−425.316 + 420.500 = −4.816 hartree.

First order misses −0.108 hartree of this, or 2.3 % of the full shift. The next term, −Z⁶α⁴/16 = −0.105 hartree, accounts for most of the difference.

The same comparison for other charges, with shifts in hartree and the missed part relative to the full shift:

Z = 5: first order −0.004160, full −0.004163, missed 0.07 %
Z = 10: first order −0.06656, full −0.06674, missed 0.27 %
Z = 29: first order −4.708, full −4.816, missed 2.3 %
Z = 60: first order −86.27, full −95.68, missed 9.8 %

At Z = 60 the missed part is 9.42 hartree in magnitude, or 10.9 % of the first-order shift. The term Z⁶α⁴/16 supplies 8.27 hartree, the 9.6 % of the first-order shift given by (Zα)²/2, so still higher terms have begun to show. For the 1s level of a heavy atom one should therefore solve the radial equation with the full M(r) and use the expansion to interpret the result. For deep levels with l > 0 the full M(r) is not enough, because the dropped spin-orbit term is then the larger omission. For hydrogenic 2p at Z = 60 the full scalar-relativistic level lies only 0.16 hartree below the first-order one, while the Dirac levels with j = 1/2 and j = 3/2 lie 17.3 hartree below it and 7.2 hartree above it. Such levels need the Dirac equation.

These digits compare two treatments of the same model. They are not a prediction of a measured level to that accuracy, because the finite size and recoil of the nucleus and the radiative corrections of quantum electrodynamics are left out. The numerical check printed below also tests the elimination, the expansion and the integral identity.

Computed values

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
hartree in eV = 27.211386 eV
Cu28+: Z = 29, Z*alpha = 0.211623
Z^4 alpha^2 = 37.663671 hartree
<1/r> = 29.000000 1/bohr, <1/r^2> = 1682.0000 1/bohr^2
nonrelativistic 1s energy E0 = -420.500000 hartree
mass-velocity term = -23.539795 hartree
Darwin term = 18.831836 hartree
Darwin term, smeared nucleus = 18.827586 hartree
first-order shift = -4.707959 hartree
first-order shift = -128.1101 eV
shift from symmetric form = -4.707959 hartree
first-order 1s energy = -425.207959 hartree
full SR 1s energy, integrated = -425.316427 hartree
full SR 1s energy, closed form = -425.316427 hartree
full SR shift = -4.816427 hartree
full SR shift from integral identity = -4.816427 hartree
full minus first-order shift = -0.108468 hartree
next term -Z^6 alpha^4/16 = -0.105422 hartree
part of full shift missed = 2.252 %
radius Z/(2c^2) = 7.7214e-04 bohr
orbital radius 1/Z = 3.4483e-02 bohr
M - 1 at r = 1/Z: 0.011196
Z | first-order shift (hartree) | full SR shift (hartree) | missed (%)
5 | -0.004160 | -0.004163 | 0.067
10 | -0.066564 | -0.066742 | 0.266
29 | -4.707959 | -4.816427 | 2.252
60 | -86.267194 | -95.682341 | 9.840
shift/(Z^4 alpha^2), extrapolated to Z*alpha = 0: -0.125000
2p, Z = 5: mass-velocity term = -6.067049e-04 hartree
2p, Z = 5: full SR shift = -6.067237e-04 hartree
```
